Exponential Tails in a Line Gas with Neighbour-Only Logarithmic Repulsion, part 2

Points on a large ring repel logarithmically. We compare the gaps ℓ between adjacent points when only neighbours repel and when all pairs do. The scaled gap is s = ℓ/⟨ℓ⟩, P(s) is its density, and S(s) is the probability that a gap exceeds s. The contact exponent is β, b = β + 1, and T is the temperature. The N points have positions x_j. Until surface steps are introduced, lengths are in units of the mean gap, so the ring has length N.

In the neighbour gas each gap has weight ℓ^β, and the other points act on it only through their pressure.

**Theorem 1.** Let N → ∞ at fixed ⟨ℓ⟩ = L/N. The density of s = ℓ/⟨ℓ⟩ tends to

P(s) = b^b s^(b−1) exp(−bs)/Γ(b).

Its mean is 1 and its variance is 1/b.

For β = 2 this is P = (27/2) s² exp(−3s), and

S(s) = exp(−3s)(1 + 3s + 9s²/2).

Part I also found that a finite ring has too few wide gaps. With an added neighbour attraction that grows as s², the limiting density can take the Wigner form

P(s) = (32/π²) s² exp(−4s²/π).

The "errors" in the final output are the largest absolute differences between finite-ring densities and these limits at β = 2.

In the all-pair gas the weight is

∏_(j<k) |2 sin[π(x_j − x_k)/N]|^β.

Let E(s) be the probability that an interval of length s, placed at random, contains no point.

**Lemma 3.** In a large uniform system with unit mean gap, S(s) = −E′(s), P(s) = E″(s), and ⟨s²⟩ = 2∫₀^∞ E(s) ds.

**Lemma 4.** For β = 2 and N → ∞, E(s) = det(1 − K), where K acts on functions on an interval of length s and has the kernel K(x,y) = sin[π(x−y)]/[π(x−y)].

### The same power at contact

For a narrow interval, the expansion of the determinant in the number of points involved begins

E(s) = 1 − s + ½∫₀^s∫₀^s [1 − K(x,y)²] dx dy − …

The double integral depends on x−y alone, so with its factor ½ it equals ∫₀^s (s−u)[1 − K(u)²] du, where K(u) = sin(πu)/(πu). Its second derivative is the bracket at u = s. With sin(πs)/(πs) = 1 − π²s²/6 + …,

P(s) = 1 − [sin(πs)/(πs)]² + … = π²s²/3 + …

The term with three points is of higher order, because its determinant vanishes whenever two points meet.

Both gases thus have P ∝ s² at β = 2. The amplitudes differ: 27/2 = 13.5 for neighbour repulsion and π²/3 = 3.29 for all pairs. The determinant at s = 0.05 gives P/s² = 3.279, close to the limit.

### Proposition 2: the Gaussian tail

**Proposition 2.** In the continuum description of the all-pair gas with β > 0, the cost of a wide empty interval is, to leading order, −ln E(s) = βπ²s²/16.

*Derivation.* Let the interval be (−a,a), with a ≫ 1, and let n(x) be the smoothed density, equal to 1 without the gap. Put δn = n − 1. In units of k_B T the energy cost is

W = −(β/2) ∫∫ δn(x) δn(y) ln|x−y| dx dy.

There is no linear term, because the uniform gas has a constant potential and the total of δn is zero. The Fourier transform of −ln|x| is π/|k| for k ≠ 0, which is positive. W is therefore convex on neutral distributions, and a stationary state is the minimum. Stationarity means that the potential

Φ(x) = −β ∫ δn(y) ln|x−y| dy

is constant wherever points can move, that is, outside the gap.

The solution is n(x) = |x|/√(x²−a²) outside and n = 0 inside. To verify it, consider G(z) = ∫ δn(y)/(z−y) dy for complex z. I claim that

G(z) = ∓iπ[z/√(z²−a²) − 1],

with the upper sign for Im z > 0, the lower sign for Im z < 0, and the root that behaves as z at large |z|. This function decays at infinity, and its singularities at ±a are weaker than poles. It is therefore fixed by its jump across the real axis, which must be −2πi δn.

- Outside the gap z/√(z²−a²) = |x|/√(x²−a²) on both sides of the axis. The jump is −2πi(n−1), as required, and the mean of the two values is zero.
- Inside the gap the root is ±i√(a²−x²) just above and below the axis. The two values of G are −πx/√(a²−x²) ± iπ. Their jump is 2πi, which is −2πi δn with δn = −1, and their mean is −πx/√(a²−x²).

The mean is the principal value of the integral, and Φ′ = −β times this mean. Thus Φ′ = 0 outside and Φ′ = βπx/√(a²−x²) inside. The displaced charge is neutral, so Φ vanishes far away and hence everywhere outside. By continuity,

Φ(x) = −βπ√(a²−x²) inside the gap.

For a = 1, direct quadrature of the defining integral at x = 0, 0.5 and 2 agrees with these values of Φ/β to within 10⁻⁵.

The cost follows from W = ½∫ δn Φ dx. Only the gap contributes, with δn = −1:

W = (βπ/2) ∫_(−a)^a √(a²−x²) dx = (βπ/2)(πa²/2) = βπ²a²/4.

With s = 2a this is βπ²s²/16. ∎

The continuum description neglects the discreteness of the points and their entropy, so this is a leading-order result and not a rigorous proof. For β = 2 the determinant gives an independent test. The second difference of −ln E over s = 3, 4, 5 is 2.4509. A pure parabola π²s²/8 would give π²/4 = 2.4674, so the computed curvature is 0.7% below the continuum value.

The survival probability has the same Gaussian coefficient. Since S decreases and E(s) − E(s+1) is its integral over a unit interval,

S(s+1) ≤ E(s) − E(s+1) ≤ S(s).

A shift of s by 1 does not change the coefficient of s².

The physical difference is now plain. With all pairs repelling, a gap of width s displaces an amount of charge proportional to s through a potential whose depth is also proportional to s, and the cost is quadratic. With neighbours alone, the same gap does work against a constant pressure. The Wigner form for β = 2 has the tail coefficient 4/π = 1.273, close to but not equal to π²/8 = 1.234.

### Which gas describes surface steps?

A vicinal surface carries a train of steps that run along y and wander in x. A step of stiffness γ costs the energy ∫ (γ/2)(dx/dy)² dy. Its Boltzmann factor is that of a diffusing particle, with y as time and mean square displacement k_B T y/γ. If steps also repel with energy A/ℓ² per unit length, the operator that carries the distribution along y is, up to the factor k_B T/γ,

H = −½ Σ_j ∂²/∂x_j² + g Σ_(j<k) 1/(x_j−x_k)², g = Aγ/(k_B T)².

For long steps its ground state ψ dominates, and the positions on a cut far from both ends have the probability |ψ|².

**Proposition 3.** On a ring of length L, with 1/x² replaced by (π/L)²/sin²(πx/L) and g = λ(λ−1), the ground state of steps that cannot cross is ψ = ∏_(j<k) |sin[π(x_j−x_k)/L]|^λ.

*Proof.* Write κ = π/L and θ_jk = κ(x_j−x_k). Then

∂_j ln ψ = λκ Σ_(k≠j) cot θ_jk, ∂_j² ln ψ = −λκ² Σ_(k≠j) 1/sin²θ_jk.

Use (∂_j²ψ)/ψ = ∂_j² ln ψ + (∂_j ln ψ)², and cot² = 1/sin² − 1 in the squared terms:

Σ_j (∂_j²ψ)/ψ = κ²[2λ(λ−1) Σ_(j<k) 1/sin²θ_jk − λ²N(N−1) + λ²X].

Here X collects the products cot θ_jk cot θ_jl with j, k, l all different. For one triple, the angles θ_12, θ_23, θ_31 add up to zero, and for such angles the three products of cotangents taken in pairs add up to 1. Because cot θ_13 = −cot θ_31, and likewise for the others, each triple contributes −2 to X. So X is a constant. Multiplication by −½ gives −λ(λ−1)κ² Σ 1/sin², which cancels the repulsion. What remains is constant, so ψ is an eigenstate. It has no zeros except at contact, so it is the ground state. ∎

The cut is therefore an all-pair gas with exponent

β = 2λ = 1 + √(1 + 4g).

The larger root is the one for which ψ vanishes at contact. For A = 0, steps that merely cannot cross have λ = 1 and β = 2. Their energy has no range at all, yet their cut is the all-pair gas. "Neighbours only" in Theorem 1 refers to the effective gas on the cut, not to the energy of the steps.

Nor does an inverse-square repulsion between adjacent steps alone produce the neighbour gas. If ψ is a product over adjacent pairs, the cotangent products no longer combine into constants. For four steps at (0.1, 1.2, 1.9, 3.1) and at (0, 0.5, 2.1, 2.9), with L = 4 and λ = 1.5, the local energy Hψ/ψ of that product differs by 0.429. For the all-pair product with all-pair repulsion it differs by 6.5 × 10⁻⁶, the level of the numerical differentiation. The neighbour gas would need an additional three-body term in H. It serves here as a counterexample, not as a model of ordinary steps.

### Worked example: vicinal Ge(111)

Take a rough lattice constant of 0.566 nm, steps one bilayer high, a miscut of 2.0 degrees and a temperature of 900 K. The step height and the mean terrace width are

0.566 nm/√3 = 0.327 nm, ⟨ℓ⟩ = 0.327 nm/tan 2.0° = 9.36 nm.

Compare the two gases at the same β = 2 and the same mean. The standard deviation of the width is 9.36 nm × √(1/3) = 5.40 nm for neighbour repulsion. For all pairs, Lemma 3 gives a variance of 0.180, and the standard deviation is 9.36 nm × √0.180 = 3.97 nm.

Terraces narrower than 0.2⟨ℓ⟩ = 1.87 nm make up 2.3% of the neighbour gas and 0.85% of the all-pair gas. Wider than 2⟨ℓ⟩ = 18.7 nm are 6.2% and 1.8%. Beyond 3⟨ℓ⟩ = 28.1 nm the neighbour gas has

S(3) = exp(−9)(1 + 9 + 40.5) = 6.2 × 10⁻³,

while the all-pair gas has 4.9 × 10⁻⁵, smaller by a factor of 126. Among 1000 independent terraces one expects about six in the first case and 0.05 in the second.

Elastic repulsion changes the exponent. With round model values γ = 0.15 eV/nm and A = 0.03 eV nm, and k_B T = 0.0776 eV,

g = 0.15 × 0.03/0.0776² = 0.75, β = 1 + √(1 + 4 × 0.75) = 3.0.

At 700 K, with γ and A held fixed, β would be 3.4. Raising β from 2 to 3.0 lowers S(3) of the neighbour gas to 2.3 × 10⁻³ and raises the Gaussian coefficient of the all-pair gas from 1.23 to 1.85. This coefficient fixes the curvature of the far tail, not the probability at s = 3, where the lower-order terms still matter. At s = 3, −ln E is 11.9 against the leading term 11.1 for β = 2, but 8.2 against 5.6 for β = 1 and 18.9 against 22.2 for β = 4.

Two smaller effects can be sized for the neighbour gas at β = 2. If widths are restricted to multiples of the row spacing, 0.347 nm, S(3) becomes 6.5 × 10⁻³, higher by 4%. The sign of this change is an accident of the chosen miscut: three mean widths are just under 81 row spacings, so the 81st allowed width still counts as wider than 3⟨ℓ⟩. A very slightly smaller miscut would exclude it, and S(3) would then be lower by about 4%. Whole multiples are themselves a simplification. On a real (111) surface of this lattice each bilayer is displaced sideways by a third of the row spacing relative to the next, so the allowed widths are offset from whole multiples by one or two thirds of a row, depending on the direction of the miscut. At this miscut S(3) then changes by only about 1.5%, upward or downward. On a ring of 50 steps it is 5.5 × 10⁻³, lower by 12%, with the sign found in Part I.

**Relation to a real surface.** The geometry is that of a moderately miscut semiconductor substrate, but γ and A are values of a plausible order, not data for Ge. The assumption that real steps break most clearly is neighbour-only repulsion on the cut: for steps that merely cannot cross, it overestimates terraces beyond three means by the factor of 126 found above. Equilibrium is a further condition. An isolated step would wander by one mean terrace width, in the root-mean-square sense, over a length γ⟨ℓ⟩²/(k_B T) = 0.15 × 9.36²/0.0776 nm, or about 170 nm, along y. In the train its neighbours confine it, and it wanders less. The steps must have equilibrated over more than this length. For β = 2 the correlation between the widths of one terrace on two cuts is about 0.3 at a quarter of this length and below 0.1 at the full length, so cuts 170 nm apart are nearly independent samples. Growth kinetics, step bunching and surface reconstruction are left out, and any of them can change the distribution. The numerical output below lists most of the values used in this example.

Computed results

```
contact exponent beta: 2
lattice constant, rough: 0.566 nm
miscut: 2.0 degrees
temperature: 900 K
thermal energy: 0.0776 eV
step height: 0.327 nm
mean terrace width: 9.36 nm
neighbour gas, decay length: 3.12 nm
neighbour gas, variance of s: 0.3333
all-pair gas, variance of s: 0.1800
neighbour gas, std of width: 5.40 nm
all-pair gas, std of width: 3.97 nm
neighbour gas, P/s^2 at contact: 13.500
all-pair gas, P/s^2 at contact, formula: 3.290
all-pair gas, P/s^2 at s=0.05, computed: 3.279
width at s=0.2: 1.87 nm
neighbour gas, P(s<0.2): 0.0231
all-pair gas, P(s<0.2): 0.0085
width at s=2: 18.7 nm
neighbour gas, P(s>2): 6.197e-02
all-pair gas, P(s>2): 1.771e-02
ratio of the two at s>2: 3.5
width at s=3: 28.1 nm
neighbour gas, P(s>3): 6.232e-03
all-pair gas, P(s>3): 4.944e-05
ratio of the two at s>3: 126
Gaussian tail coefficient, beta=2: 1.2337
Wigner-form coefficient, beta=2: 1.2732
second difference of -ln E, s=3,4,5: 2.4509
its continuum value: 2.4674
gamma-law error, ring of 32: 0.0146
gamma-law error, ring of 64: 0.0073
Wigner-form error, ring of 64: 0.0072
local-energy change, all-pair state: 6.5e-06
local-energy change, neighbour state: 0.429
step stiffness, model: 0.15 eV/nm
elastic strength, model: 0.03 eV nm
elastic coupling at 900 K: 0.748
contact exponent with elasticity, 900 K: 3.00
contact exponent, 700 K: 3.44
neighbour gas at 900 K exponent, P(s>3): 2.296e-03
Gaussian coefficient at 900 K exponent: 1.849
spacing of allowed widths: 0.347 nm
neighbour gas, discrete widths, P(s>3): 6.511e-03
number of steps in finite sample: 50
neighbour gas, finite sample, P(s>3): 5.493e-03
length along step to wander one mean width: 169 nm
```
